# Multiphoton interferometer probabilities from Glynn's permanent formula with Gray-code updates

## Definitions and conventions

A lossless linear interferometer has $m$ input modes and $m$ output modes. Its unitary matrix $U$ has element $U_{ji}$, the amplitude from input $i$ to output $j$. The evolution operator $\hat U$ leaves the vacuum unchanged and acts on creation operators as

$$\hat U a_i^\dagger \hat U^\dagger=\sum_{j=1}^m U_{ji}a_j^\dagger .$$

The photons enter in the pattern $s=(s_1,\dots,s_m)$ and leave in the pattern $t=(t_1,\dots,t_m)$, with $\sum_i s_i=\sum_j t_j=n$. Write $s!=\prod_i s_i!$ and $t!=\prod_j t_j!$. Until stated otherwise, the photons are indistinguishable: they agree in every property except the mode they occupy.

The matrix $U_{t,s}$ is the $n\times n$ matrix in which row $j$ of $U$ appears $t_j$ times and column $i$ appears $s_i$ times. The permanent of an $n\times n$ matrix $A$ is the determinant's sum without its signs,

$$\operatorname{Per}A=\sum_{\sigma}\prod_{c=1}^n A_{\sigma(c)\,c},$$

where $\sigma$ runs over all permutations. The quantity to compute is

$$P(t|s)=\frac{|\operatorname{Per}U_{t,s}|^2}{s!\,t!}. \tag{1}$$

## Two photons by hand

Take a balanced coupler,

$$U=\frac1{\sqrt2}\begin{pmatrix}1&i\\ i&1\end{pmatrix},$$

with one photon in each input. For a $2\times2$ matrix with rows $(a,b)$ and $(c,d)$, the permanent can be written with column sums:

$$\tfrac12\big[(a+c)(b+d)-(a-c)(b-d)\big]=ad+cb .$$

The terms $ab$ and $cd$ cancel between the two products, while $ad$ and $cb$ each occur twice. The second product follows from the first by reversing the sign of row 2.

For output $(1,1)$, both column sums are $(1+i)/\sqrt2$, with product $i$. To reverse row 2, subtract twice that row. The sums become $(1-i)/\sqrt2$ and $(i-1)/\sqrt2$, whose product is $-(1-i)^2/2=i$. With its minus sign, this cancels the first term. The permanent and the probability are zero: the two routes to one photon in each output interfere destructively.

For output $(2,0)$, row 1 is used twice. The column sums are $\sqrt2$ and $i\sqrt2$, with product $2i$. Reversing the second copy makes both sums zero. Hence the permanent is $2i/2=i$, and $P=1/(1!\,1!\,2!)=1/2$. Output $(0,2)$ likewise has permanent $2(i/\sqrt2)(1/\sqrt2)=i$ and probability $1/2$. The three probabilities sum to 1. Without the output factorial the sum would be 2.

The input factorial appears for $s=(2,0)$. Column 1 is now used twice, and the permanents for $(2,0)$, $(1,1)$ and $(0,2)$ are $1$, $i$ and $-1$. Dividing their squared moduli by $s!\,t!$, which is $4$, $2$ and $4$, gives $1/4$, $1/2$ and $1/4$.

## Where the permanent and factorials come from

Let $i_1,\dots,i_n$ list the input modes with repetitions. The normalised input state is $(s!)^{-1/2}\prod_c a_{i_c}^\dagger|0\rangle$. After the interferometer it is

$$\frac1{\sqrt{s!}}\sum_{j_1,\dots,j_n}\Big(\prod_{c=1}^nU_{j_c i_c}\Big)a_{j_1}^\dagger\cdots a_{j_n}^\dagger|0\rangle .$$

If the list $j_1,\dots,j_n$ contains each mode $j$ exactly $t_j$ times, the operators acting on the vacuum give $\sqrt{t!}\,|t\rangle$. The permanent of $U_{t,s}$ runs over permutations of rows, and exchanging identical rows leaves the list $j_1,\dots,j_n$ unchanged. Each distinct list is therefore counted $t!$ times. The amplitude is

$$\langle t|\hat U|s\rangle=\frac{\sqrt{t!}}{\sqrt{s!}}\,\frac{\operatorname{Per}U_{t,s}}{t!}=\frac{\operatorname{Per}U_{t,s}}{\sqrt{s!\,t!}},$$

and its squared modulus is equation (1).

## Glynn's formula in general

Give each row $r$ a sign $\delta_r=\pm1$ and consider

$$S=\sum_{\delta}\Big(\prod_{r=1}^n\delta_r\Big)\prod_{c=1}^n\Big(\sum_{r=1}^n\delta_rA_{rc}\Big),$$

with all $2^n$ sign vectors included. Expanding the product over columns means choosing one row $f(c)$ for each column. Let $q_r$ be the number of columns that choose row $r$. Then

$$S=\sum_f\Big(\prod_cA_{f(c)c}\Big)\prod_{r=1}^n\Big(\sum_{\delta_r=\pm1}\delta_r^{\,1+q_r}\Big).$$

Each sign sum is 2 if $q_r$ is odd and 0 if it is even. A surviving choice has every $q_r$ odd, hence at least 1. Since $\sum_rq_r=n$, every $q_r$ equals 1, so $f$ is a permutation. Therefore $S=2^n\operatorname{Per}A$.

Reversing all signs multiplies $\prod_r\delta_r$ by $(-1)^n$ and the product of column sums by another $(-1)^n$. The summand is unchanged. Fixing $\delta_1=+1$ keeps half the sum, and

$$\operatorname{Per}A=\frac1{2^{n-1}}\sum_{\delta:\,\delta_1=1}\Big(\prod_r\delta_r\Big)\prod_{c=1}^n C_c,\qquad C_c=\sum_r\delta_rA_{rc}. \tag{2}$$

## The Gray-code update

The sign vectors can be ordered so that successive vectors differ in one row. The algorithm for $n\ge1$ is:

1. Set all $\delta_r=1$, compute the $n$ column sums, and start the total with $\prod_cC_c$. Set the overall sign to $+1$.
2. For $g=1,\dots,2^{n-1}-1$, find the position $p$ of the lowest set bit of $g$, counting from 1, and let $r=p+1$.
3. Reverse $\delta_r$ and replace every $C_c$ by $C_c+2\delta_r^{\rm new}A_{rc}$. The factor 2 removes the old contribution and inserts the new one.
4. Reverse the overall sign, because one factor in $\prod_r\delta_r$ has changed. Add the signed product of the column sums to the total.
5. Divide the final total by $2^{n-1}$.

For $n=0$ the permanent is 1.

Induction shows that no sign vector is missed. Suppose the first $2^k-1$ flips visit all settings of $k$ free rows. Step $2^k$ flips the next row. For $0<g<2^k$, the lowest set bit of $2^k+g$ is that of $g$, so the earlier sequence of flips repeats. It starts from another setting of the $k$ rows, but the same relative flips again visit all $2^k$ settings. The case $k=0$ is immediate.

Each of the $2^{n-1}$ terms needs $n-1$ multiplications to form the product and, after the first term, $n$ column updates. The cost of one permanent is thus of order $n2^{n-1}$ operations. The number of output patterns is $\binom{n+m-1}{n}$, the number of ways to divide $n$ identical photons among $m$ modes. Computing a full distribution one permanent at a time multiplies the two counts. Expanding the output state one photon at a time gives all patterns together in $n\binom{n+m-1}{n}$ multiplications, at the price of storing every coefficient.

Cancellation limits the relative accuracy. In the coupler example, the terms $i$ and $-i$ give a zero permanent, for which relative error has no meaning. In a test on one $12\times12$ block of a random 24-mode unitary, the double-precision result differed from a 40-digit calculation by $2.1\times10^{-14}$ of the permanent's modulus. This figure belongs to that matrix and is not a bound for others.

## Why the probabilities sum to one

The proof is clearer for a general matrix $K$, with $G=K^\dagger K$. Replace the sum over patterns by one over ordered lists $j_1,\dots,j_n$. Pattern $t$ occurs in $n!/t!$ such lists, and the order of rows does not affect a permanent. Hence

$$\sum_t\frac{|\operatorname{Per}K_{t,s}|^2}{s!\,t!}
=\frac1{s!\,n!}\sum_{j_1,\dots,j_n}\sum_{\sigma,\tau}\prod_{k=1}^nK^*_{j_ki_{\sigma(k)}}K_{j_ki_{\tau(k)}} .$$

Summing over each $j_k$ turns the product into $\prod_kG_{i_{\sigma(k)}i_{\tau(k)}}$. Put $l=\sigma(k)$. The second index becomes $i_{\tau\sigma^{-1}(l)}$, so for each fixed $\sigma$ the sum over $\tau$ is $\operatorname{Per}G_{s,s}$. The $n!$ choices of $\sigma$ cancel the $n!$ in the denominator:

$$\sum_t\frac{|\operatorname{Per}K_{t,s}|^2}{s!\,t!}=\frac{\operatorname{Per}G_{s,s}}{s!}. \tag{3}$$

For a unitary, $G$ is the identity. The surviving permutations exchange only labels belonging to the same input mode. There are $s!$ of them, and the sum is 1. If every photon has the same power transmission $\eta$, then $K=\sqrt\eta\,U$ and $G=\eta\,1$. The sum is $\eta^n$, the probability that all photons survive.

Normalisation cannot show that the intended unitary was used, since every unitary passes. A further check is the mean photon number. The transformation of $a_i^\dagger$ implies $\hat U^\dagger a_j\hat U=\sum_iU_{ji}a_i$. In the input Fock state $\langle a_i^\dagger a_{i'}\rangle=s_i\delta_{ii'}$, so

$$\langle t_j\rangle=\sum_i|U_{ji}|^2s_i. \tag{4}$$

This can expose exchanged indices, but it contains only moduli and cannot test the phases.

## Four photons in a silicon mesh

The example is a four-mode mesh of six Mach–Zehnder interferometers. Each has the matrix

$$B\begin{pmatrix}e^{i\theta}&0\\0&1\end{pmatrix}B\begin{pmatrix}e^{i\phi}&0\\0&1\end{pmatrix},\qquad
B=\begin{pmatrix}\sqrt{1-\kappa}&i\sqrt\kappa\\ i\sqrt\kappa&\sqrt{1-\kappa}\end{pmatrix},$$

with cross power $\kappa=1/2$. In order of passage, they join modes 1–2, 3–4, 2–3, 1–2, 3–4 and 2–3. The chosen phases in radians are $\theta=(1.0,2.0,1.5,0.8,1.2,2.2)$ and $\phi=(0.3,1.1,0.7,1.9,0.5,1.4)$. The resulting $U$ is in the numerical output.

The input is $(2,1,1,0)$, abbreviated 2110. There are $\binom74=35$ output patterns, and each permanent has $2^3=8$ terms.

Consider output 2110. The rows of $U_{t,s}$ are rows 1, 1, 2 and 3 of $U$; its columns are columns 1, 1, 2 and 3. The first column sum is

$$2(0.4466+0.4780i)+(-0.3791-0.2760i)+(-0.0874+0.2524i)\approx0.4268+0.9324i,$$

where the last digit reflects the unrounded entries. The second column sum is identical. The other two are $-0.7117-1.4975i$ and $-0.2340+1.0033i$. The first term is therefore

$$(0.4268+0.9324i)^2(-0.7117-1.4975i)(-0.2340+1.0033i)\approx-0.8575+1.5780i.$$

The first Gray step reverses the second copy of row 1. It subtracts $2(0.4466+0.4780i)$ from the first column sum, leaving $-0.4665-0.0236i$ to the printed precision. After the other columns are updated and the overall sign is reversed, the second term is $0.0050-0.0454i$.

Two pairs of terms coincide in the printed steps. When the two copies of row 1 have opposite signs, they cancel from the column sums. Reversing both remaining rows then negates all four sums. Their product is unchanged, as is the overall sign after two flips.

The eight signed products sum to $-5.3454+0.1769i$. Thus

$$\operatorname{Per}U_{t,s}=\frac{-5.3454+0.1769i}{8}=-0.6682+0.0221i,$$

$$P=\frac{0.446943}{2\cdot2}=0.1117 .$$

This is the largest of the 35 probabilities. Independent classical particles with the same single-particle probabilities would give 0.0868, so interference raises this outcome.

The 35 probabilities sum to 1 within $4.0\times10^{-15}$. Omitting $t!$ gives 7.4562. Replacing $U$ by its transpose still gives 1.000000, but the distribution is wrong. Measure the difference between normalised distributions $p$ and $q$ by the total variation distance

$$D=\frac12\sum_t|p_t-q_t|.$$

For the transpose, $D=0.4074$. Equation (4) exposes the error: the correct mean photon numbers are 1.2953, 1.2098, 0.8063 and 0.6886, whereas the transpose gives 1.1471, 1.0341, 1.2785 and 0.5403.

A test that includes the phases avoids permanents altogether. Write $U=e^{-ih}$ with $h$ Hermitian, and let $H=\sum_{jk}h_{jk}a_j^\dagger a_k$. Since $[H,a_i^\dagger]=\sum_jh_{ji}a_j^\dagger$, the operator $e^{-iH}$ produces the required transformation. Exponentiating $H$ in the 35-dimensional four-photon space gave all $35\times35$ amplitudes. The largest difference from the permanent formula was $2.4\times10^{-15}$.

## Photons that are not identical

Let photons from input mode $i$ carry an internal state with components $v_{ik}$, such as a spectral shape. Photons in the same input mode share a state; states from different inputs have real overlap $x$. If the interferometer ignores the internal label $k$, the enlarged amplitudes are

$$V_{(j,k),i}=U_{ji}v_{ik}.$$

The columns remain orthonormal, because $\sum_{jk}V^*_{(j,k),i}V_{(j,k),i'}=\delta_{ii'}\sum_kv^*_{ik}v_{i'k}=\delta_{ii'}$. Equation (1) therefore applies to $V$, after which probabilities with the same numbers of photons in the physical outputs are added.

For one photon in each input of the balanced coupler, the amplitude for labels $k$ and $l$ in outputs 1 and 2 is $\frac12(v_{1k}v_{2l}-v_{2k}v_{1l})$. Summing its squared modulus gives

$$P(1,1)=\tfrac14(1+1-2x^2)=\frac{1-x^2}{2}.$$

At $x=1$ this is the earlier zero. At $x=0$ it is the classical value $1/2$. The visibility, the fractional reduction below $1/2$, is $x^2$.

At $x=0$ the mesh also gives the distribution of independent classical particles, even with two identical photons in input 1. For $n$ photons in one input $i$, all columns are equal, so $\operatorname{Per}=n!\prod_jU_{ji}^{t_j}$ and

$$P=\frac{n!}{t!}\prod_j|U_{ji}|^{2t_j},$$

which is the multinomial law. Photons from different inputs have orthogonal labels and do not interfere. For this mesh, the distance between the fully indistinguishable and classical distributions is 0.4591.

## The real chip

The chosen values are rough typical ones for silicon-on-insulator near 1550 nm and 300 K. The lossless assumption fails most strongly. Counted from the mesh input, a loss of 2 dB/cm over 1 cm plus 1.5 dB from chip to fibre at the output totals 3.5 dB per photon, so $\eta=0.4467$ and all four photons survive with probability $\eta^4=0.0398$. The probability of detecting 2110 falls from 0.1117 to about 0.0044, before losses in the source, input coupling and detectors. Equal loss leaves the distribution conditioned on survival unchanged. Real losses are seldom equal: an extra 0.5 dB at output 1 alone gives $D=0.060$, and output couplings of 1, 2, 1 and 2 dB give $D=0.12$. The doubled input is assumed to have been prepared by heralding, and that preparation is not modelled. Emitters that deliver one photon at a time would need a further step to supply it, and poor overlap between their photons would move the result towards the classical distribution.

The remaining imperfections were changed one at a time, with all other settings fixed:

- A loss of 0.1 dB in the internal arm carrying $\theta$ in every interferometer, with the $\phi$ phase shifters kept lossless, gives $D=0.0097$, conditioned on survival.
- Cross power 0.48 instead of 0.50 in every coupler gives $D=0.0517$.
- A 1 K error in every 100 µm internal heater, with $dn/dT=1.8\times10^{-4}$ K$^{-1}$, shifts each $\theta$ by $2\pi(1.8\times10^{-4})(100/1.55)=0.0730$ rad and gives $D=0.0728$.
- A two-photon visibility of 0.95, with all overlaps real and equal to $x=0.9747$, gives $D=0.0302$. The visibilities alone do not fix this value: a phase in the product of the three overlaps, which they allow up to about $\pm0.045$ rad, raises it to between 0.035 and 0.038 at the limits.

Among these four, the heater error changes the conditional distribution most. The coupler and heater errors were given the same sign throughout the mesh; random errors could behave differently.

Optical nonlinearity is negligible here. Treated as a flat 10 ps pulse, a photon has power $1.28\times10^{-8}$ W. With a Kerr coefficient of 300 W$^{-1}$m$^{-1}$, the phase imposed on another photon over 1 cm is at most about $2(300)(1.28\times10^{-8})(0.01)=7.7\times10^{-8}$ rad. Replacing 300 by a two-photon absorption coefficient of 50 W$^{-1}$m$^{-1}$ gives an absorption probability of at most about $1.3\times10^{-8}$. The factor 2 applies to photons of different frequencies with the same polarisation and transverse profile; for two identical photons in one mode, both figures are halved. The thermal occupation is $3.7\times10^{-14}$ photons per mode.

Detection sets one more condition. Patterns with at least two photons in some output carry probability 0.9570. Detectors that register only the presence of light can identify a four-photon event only through 1111, whose probability is 0.0430 before loss. Identifying every output pattern in a single run requires photon-number resolution. On/off detectors can still recover the distribution statistically, from the joint probabilities of no click at the outputs, if the attenuation in front of each detector is varied independently over enough known values. Separate no-click rates for each output do not suffice in this example, nor does one attenuation common to all outputs when their detection efficiencies are equal. With four different known efficiencies a common attenuation can determine the distribution in principle, but the inversion is badly conditioned.

## Table of computed values

```
mesh MZI mode pairs: 1-2 3-4 2-3 1-2 3-4 2-3
theta (rad): [1.0, 2.0, 1.5, 0.8, 1.2, 2.2]
phi (rad): [0.3, 1.1, 0.7, 1.9, 0.5, 1.4]
input pattern: 2110  photons: 4  output patterns: 35
U row 1: +0.4466+0.4780i +0.1078-0.3260i -0.0614+0.5638i +0.3047+0.1993i
U row 2: -0.3791-0.2760i -0.5361-0.4357i -0.3564+0.4072i -0.0609-0.0797i
U row 3: -0.0874+0.2524i -0.3914-0.4098i +0.2451-0.5314i +0.1409+0.4952i
U row 4: -0.1097+0.5185i -0.0265-0.2883i +0.0665-0.1966i -0.0735-0.7661i
Gray steps for output 2110 : signs | sums of columns 1(=2),3,4 | signed product
++++ | +0.4268+0.9324i -0.7117-1.4975i -0.2340+1.0033i | -0.8575+1.5780i
+-++ | -0.4665-0.0236i -0.9274-0.8455i -0.1113-0.1242i | +0.0050-0.0454i
+--+ | +0.2917+0.5284i +0.1447+0.0259i +0.6015-0.9386i | +0.0154+0.0577i
++-+ | +1.1849+1.4844i +0.3604-0.6261i +0.4788+0.1889i | -0.5825-1.2083i
++-- | +1.3597+0.9795i +1.1431+0.1935i -0.0114+1.2517i | -4.0325+0.5908i
+--- | +0.4665+0.0236i +0.9274+0.8455i +0.1113+0.1242i | +0.0050-0.0454i
+-+- | -0.2917-0.5284i -0.1447-0.0259i -0.6015+0.9386i | +0.0154+0.0577i
+++- | +0.6016+0.4275i +0.0710-0.6779i -0.7243+2.0661i | +0.0863-0.8082i
sum of signed products: -5.3454+0.1769i
permanent: -0.6682+0.0221i  squared modulus: 0.446943
input, output factorial products: 2 2
probability of 2110: 0.111736  classical particles: 0.086841
all output probabilities (pattern value):
4000 0.08332  3100 0.02369  3010 0.02420  3001 0.05498  2200 0.01564
2110 0.11174  2101 0.04862  2020 0.00341  2011 0.01113  2002 0.01217
1300 0.06783  1210 0.01797  1201 0.00048  1120 0.00185  1111 0.04304
1102 0.03813  1030 0.02502  1021 0.04514  1012 0.00778  1003 0.00081
0400 0.08108  0310 0.01566  0301 0.07264  0220 0.00778  0211 0.00349
0202 0.00493  0130 0.01538  0121 0.02768  0112 0.00358  0103 0.00285
0040 0.00672  0031 0.03702  0022 0.05598  0013 0.02487  0004 0.00342
sum of probabilities minus 1: 4.0e-15
largest amplitude difference from Fock evolution: 2.4e-15
relative rounding error, 12 photons: 2.1e-14  Glynn terms: 2048
sum without output factorials: 7.4562
sum with U transposed: 1.000000  distance from true distribution: 0.4074
mean photons per output: 1.2953 1.2098 0.8063 0.6886
same, U transposed: 1.1471 1.0341 1.2785 0.5403
probability of collision patterns: 0.9570
distance to classical particles: 0.4591
loss per photon: 3.5 dB (2 dB/cm x 1 cm + 1.5 dB)  transmission: 0.4467
probability that all photons survive: 0.0398
heated-arm loss 0.1 dB: distance 0.0097
coupler cross power 0.48: distance 0.0517
heater: 100 um, dn/dT 1.8e-04 /K, error 1 K, wavelength 1550 nm
heater phase error: 0.0730 rad, distance 0.0728
two-photon visibility 0.95: overlap 0.9747, distance 0.0302
photon duration: 10 ps  power: 1.28e-08 W  path: 1 cm
Kerr coefficient: 300 /(W m)  phase: 7.7e-08 rad
two-photon absorption: 50 /(W m)  probability: 1.3e-08
thermal photons per mode at 300 K: 3.7e-14
```
